**Angle amplification in a row of hard spheres**

A sphere that leaves its site at a small angle θ to a row of identical hard spheres sends the next one off on the other side of the row at the angle (D/d − 1)θ, so the row focuses small angles when D < 2d. Here D is the spacing of the centres and d is the collision diameter, the distance between centres at contact. The program follows all spheres by event-driven dynamics in three dimensions and compares the outcome with the derived formulas. It asserts the signed linear factor for seven values of D/d, the cubic correction, the full angle relation, the change of side and the energy transfer. It also asserts the critical angle arccos(D/2d) and the hit limit for D/d = 5/3, focusing of all sampled hits for three values of D/d below √2, and the total energy loss of a long chain at small launch angle. For D = 2.5 Å and d = 1.5 Å, the output shows a 5° launch shrinking to about 0.06° after eleven collisions, with 3.8 % of the energy lost. For d = 1.0 Å the same launch grows until the fourth struck atom misses its neighbour. At D = 2d the angle grows slowly, which shows that the inequality is strict.

## Numerical check

```python
"""Focusing of collisions along a row of identical smooth hard spheres.

Result under test: a sphere launched from its site at angle theta to the row
sends the next sphere off on the other side of the row at angle phi, with
    sin(theta + phi) = k sin(theta),   k = D/d,
so that phi = (k - 1) theta for small theta: focusing if D < 2 d.
D = spacing of centres, d = collision diameter (centre distance at contact).
The reference is event-driven dynamics of all spheres in three dimensions.
Launch speed and sphere mass are 1; energies are relative to the launch energy.
"""
import numpy as np
from scipy.optimize import brentq


def run_row(D, d, theta0, count, azimuth=0.7):
    """Return signed angles, energies and free paths of the advancing chain."""
    pos = np.zeros((count, 3))
    pos[:, 0] = D * np.arange(count)
    vel = np.zeros((count, 3))
    side = np.array([0.0, np.cos(azimuth), np.sin(azimuth)])
    normal = np.array([0.0, -np.sin(azimuth), np.cos(azimuth)])
    vel[0] = np.cos(theta0) * np.array([1.0, 0, 0]) + np.sin(theta0) * side
    angles, energies, paths = [theta0], [1.0], []
    lead = 0
    while lead < count - 1:
        first_time, pair = np.inf, None
        for i in range(count):
            for j in range(i + 1, count):
                r, u = pos[j] - pos[i], vel[j] - vel[i]
                ru = r @ u
                if ru >= 0:
                    continue
                gap = r @ r - d * d
                disc = ru * ru - (u @ u) * gap
                if disc < 0:
                    continue
                t = gap / (-ru + np.sqrt(disc))
                if t < first_time:
                    first_time, pair = t, (i, j)
        if pair is None:
            break
        lead_speed = np.linalg.norm(vel[lead])
        pos += vel * first_time
        if pair != (lead, lead + 1):
            # Any other contact may occur only after the leader has missed.
            assert pos[lead, 0] > D * (lead + 1)
            break
        i, j = pair
        line = (pos[j] - pos[i]) / np.linalg.norm(pos[j] - pos[i])
        transfer = ((vel[i] - vel[j]) @ line) * line
        vel[i] -= transfer
        vel[j] += transfer
        paths.append(lead_speed * first_time)
        lead += 1
        assert abs(vel[lead] @ normal) < 1e-12   # motion remains planar
        angles.append(np.arctan2(vel[lead] @ side, vel[lead, 0]))
        energies.append(vel[lead] @ vel[lead])
    return np.array(angles), np.array(energies), np.array(paths)


def angle_map(k, theta):
    return np.arcsin(k * np.sin(theta)) - theta


def check_chain(k, angles, energies):
    size = np.abs(angles)
    assert np.all(angles[1:] * angles[:-1] < 0)   # sides alternate
    assert np.allclose(size[1:], angle_map(k, size[:-1]), rtol=1e-7, atol=1e-11)
    expected = energies[:-1] * np.cos(size[1:] + size[:-1])**2
    assert np.allclose(energies[1:], expected, rtol=1e-7, atol=1e-12)


deg = np.pi / 180
D, d_focus, d_defocus = 2.5, 1.5, 1.0     # angstrom, round model parameters
theta0 = 5 * deg
k = D / d_focus
k_wide = D / d_defocus

# Linear amplification, including its sign, on both sides of k = 2.
for ratio in (1.2, 1.5, k, 1.9, 2.0, 2.1, 2.5):
    a, _, _ = run_row(ratio, 1.0, 1e-4, 2)
    assert abs(a[1] / a[0] + (ratio - 1)) < 1e-6

# Cubic coefficient extracted from the dynamics.
small = 0.02
a, _, _ = run_row(k, 1.0, small, 2)
cubic_measured = (abs(a[1]) - (k - 1) * small) / small**3
cubic_formula = k * (k**2 - 1) / 6
assert abs(cubic_measured / cubic_formula - 1) < 2e-3

# Focusing and defocusing chains.
angles, energies, paths = run_row(D, d_focus, theta0, 12)
check_chain(k, angles, energies)
assert len(angles) == 12 and np.all(np.diff(np.abs(angles)) < 0)
assert abs(paths[0] - d_focus * np.sin(abs(angles[1])) / np.sin(theta0)) < 1e-10
wide, wide_energy, _ = run_row(D, d_defocus, theta0, 12)
check_chain(k_wide, wide, wide_energy)
assert len(wide) < 12 and np.all(np.diff(np.abs(wide)) > 0)
assert k_wide * np.sin(abs(wide[-1])) > 1

# Marginal spacing: the angle still grows, slowly.
marginal, marginal_energy, _ = run_row(2.0, 1.0, theta0, 6)
check_chain(2.0, marginal, marginal_energy)
assert len(marginal) == 6 and np.all(np.diff(np.abs(marginal)) > 0)

# Critical angle located from the dynamics, and the hit limit.
def growth(theta):
    result, _, _ = run_row(D, d_focus, theta, 2)
    return abs(result[1]) - theta


critical_measured = brentq(growth, 10 * deg, 36.8 * deg, xtol=1e-12)
critical = np.arccos(k / 2)
assert abs(critical_measured - critical) < 1e-8
hit_limit = np.arcsin(1 / k)
assert len(run_row(D, d_focus, hit_limit - 1e-5, 2)[0]) == 2
assert len(run_row(D, d_focus, hit_limit + 1e-5, 2)[0]) == 1
below, below_energy, _ = run_row(D, d_focus, 33 * deg, 12)
above, above_energy, _ = run_row(D, d_focus, 34 * deg, 12)
check_chain(k, below, below_energy)
check_chain(k, above, above_energy)
assert len(below) == 12 and np.all(np.diff(np.abs(below)) < 0)
assert len(above) < 12 and np.all(np.diff(np.abs(above)) > 0)

# For k below sqrt(2), every hit focuses, even close to grazing.
for ratio in (1.1, 1.3, 1.4):
    limit = np.arcsin(1 / ratio)
    for theta in np.linspace(0.02, limit - 1e-5, 60):
        a, _, _ = run_row(ratio, 1.0, theta, 2)
        assert abs(a[1]) < theta

# Total energy loss of a long focused chain at small launch angle.
tiny = 0.2 * deg
_, long_energy, _ = run_row(D, d_focus, tiny, 30)
loss_measured = 1 - long_energy[-1]
loss_formula = k * tiny**2 / (2 - k)
assert abs(loss_measured / loss_formula - 1) < 1e-3

print(f"Spacing D = {D:.1f} angstrom; launch angle = {theta0/deg:.1f} deg")
print(f"FOCUSING ROW: d = {d_focus:.1f} angstrom, D/d = {k:.4f}")
print(f"Signed linear amplification = {-(k - 1):.4f}")
print(f"Cubic coefficient: formula {cubic_formula:.4f}, "
      f"dynamics {cubic_measured:.4f} (angles in rad)")
print(f"First collision: k sin(theta0) = {k*np.sin(theta0):.5f}")
print(f"First collision: theta0+theta1 = {(theta0+abs(angles[1]))/deg:.4f} deg")
print(f"First collision: path to contact = {paths[0]:.4f} angstrom")
print("n, signed angle (deg), linear law (deg), energy/launch energy")
for n in range(12):
    linear = (-(k - 1))**n * theta0 / deg
    print(f"{n:2d} {angles[n]/deg:9.4f} {linear:9.4f} {energies[n]:.5f}")
print(f"Energy fraction lost after 11 collisions = {1-energies[-1]:.5f}")
print(f"Leading-order total loss fraction = {k*theta0**2/(2-k):.5f}")
print(f"Loss at {tiny/deg:.1f} deg launch, 29 collisions: "
      f"dynamics {loss_measured:.4e}, formula {loss_formula:.4e}")
print(f"Critical angle: formula {critical/deg:.4f} deg, "
      f"dynamics {critical_measured/deg:.4f} deg")
print(f"Hit limit = {hit_limit/deg:.4f} deg")
print("Launch at 33 deg, angle sizes (deg):",
      " ".join(f"{x:.2f}" for x in np.abs(below[:7]) / deg))
print("Launch at 34 deg, angle sizes until miss (deg):",
      " ".join(f"{x:.2f}" for x in np.abs(above) / deg))
print(f"DEFOCUSING ROW: d = {d_defocus:.1f} angstrom, D/d = {k_wide:.4f}")
print(f"Signed linear amplification = {-(k_wide - 1):.4f}")
print("Signed angles until miss (deg):",
      " ".join(f"{x:.3f}" for x in wide / deg))
print(f"Atoms struck before the miss = {len(wide)-1}")
print(f"Hit limit = {np.arcsin(1/k_wide)/deg:.4f} deg")
print("MARGINAL ROW D/d = 2, angle sizes (deg):",
      " ".join(f"{x:.4f}" for x in np.abs(marginal) / deg))
print("OK")
```

It prints:

```
Spacing D = 2.5 angstrom; launch angle = 5.0 deg
FOCUSING ROW: d = 1.5 angstrom, D/d = 1.6667
Signed linear amplification = -0.6667
Cubic coefficient: formula 0.4938, dynamics 0.4941 (angles in rad)
First collision: k sin(theta0) = 0.14526
First collision: theta0+theta1 = 8.3523 deg
First collision: path to contact = 1.0064 angstrom
n, signed angle (deg), linear law (deg), energy/launch energy
 0    5.0000    5.0000 1.00000
 1   -3.3523   -3.3333 0.97890
 2    2.2406    2.2222 0.96960
 3   -1.4954   -1.4815 0.96549
 4    0.9974    0.9877 0.96366
 5   -0.6651   -0.6584 0.96285
 6    0.4435    0.4390 0.96249
 7   -0.2956   -0.2926 0.96233
 8    0.1971    0.1951 0.96226
 9   -0.1314   -0.1301 0.96222
10    0.0876    0.0867 0.96221
11   -0.0584   -0.0578 0.96220
Energy fraction lost after 11 collisions = 0.03780
Leading-order total loss fraction = 0.03808
Loss at 0.2 deg launch, 29 collisions: dynamics 6.0923e-05, formula 6.0923e-05
Critical angle: formula 33.5573 deg, dynamics 33.5573 deg
Hit limit = 36.8699 deg
Launch at 33 deg, angle sizes (deg): 33.00 32.19 30.43 27.14 22.35 16.98 12.15
Launch at 34 deg, angle sizes until miss (deg): 34.00 34.75 37.04
DEFOCUSING ROW: d = 1.0 angstrom, D/d = 2.5000
Signed linear amplification = -1.5000
Signed angles until miss (deg): 5.000 -7.585 11.683 -18.732 34.671
Atoms struck before the miss = 4
Hit limit = 23.5782 deg
MARGINAL ROW D/d = 2, angle sizes (deg): 5.0000 5.0386 5.0781 5.1185 5.1600 5.2024
OK
```
